# How vacuum Ewald boundaries amplify dipole-variance errors in water's permittivity

## Question

A simulation of liquid water uses a cubic periodic cell, with Ewald sums for the electrostatics and vacuum outside the array of replicas. The permittivity $\varepsilon$ is to be extracted from the fluctuations of the cell dipole $\mathbf M$. If $\varepsilon$ is near 78 and the variance of $\mathbf M$ is wrong by one percent, how wrong is $\varepsilon$? How does the effect scale with $\varepsilon$, with the medium outside the array, and with the length of the run?

## Answer

### What the surround does to the cell dipole

Let the molecules be rigid and non-polarizable, the liquid isotropic, and the cell large enough to have a bulk permittivity. All permittivities written $\varepsilon$ are relative, and the equations are in SI form. The cell has volume $V$ and polarization $\mathbf P=\mathbf M/V$.

An Ewald sum without its zero-wavevector term describes a large sphere of replicas surrounded by a conductor, the "tin-foil" condition. The polarization of the sphere then produces no average field inside it. If the surround has a finite permittivity $\varepsilon'$, it does.

To find this field, take a sphere of radius $R$ with uniform $\mathbf P$ along the polar axis. The potential is $-E_{\rm in}r\cos\theta$ inside and $b\cos\theta/r^2$ outside. Continuity of the potential at $r=R$ gives $b=-E_{\rm in}R^3$. Continuity of the normal displacement gives

$$
\varepsilon_0E_{\rm in}+P=\frac{2\varepsilon'\varepsilon_0 b}{R^3}=-2\varepsilon'\varepsilon_0E_{\rm in},
\qquad
E_{\rm in}=-\frac{P}{\varepsilon_0(2\varepsilon'+1)} .
$$

The field opposes the polarization. Building up the dipole against it costs, per cell,

$$
U_{\rm s}=-\int \mathbf E_{\rm in}\cdot d\mathbf M=\frac{M^2}{2\varepsilon_0(2\varepsilon'+1)V}.
$$

This surface energy vanishes for tin-foil ($\varepsilon'\to\infty$). For vacuum ($\varepsilon'=1$) it is $M^2/(6\varepsilon_0V)$, which strongly suppresses the fluctuations of $\mathbf M$ in a highly polar liquid.

### From the variance to the permittivity

Add a weak field $\mathbf E_0$ that couples to the cell through $-\mathbf M\cdot\mathbf E_0$. To first order in the field, and with $\langle\mathbf M\rangle=0$ at zero field, the Boltzmann average along the field is

$$
\langle M_z\rangle=\frac{\langle M_z^2\rangle E_0}{kT}=\frac{\langle M^2\rangle E_0}{3kT},
$$

where the second step uses isotropy. Dividing by $\varepsilon_0VE_0$ gives a dimensionless variance:

$$
x\equiv\frac{\langle M^2\rangle}{3\varepsilon_0VkT}=\frac{P}{\varepsilon_0E_0}.
$$

The permittivity relates $P$ to the macroscopic field $E$ inside the liquid, not to $E_0$. The two fields differ by the surface field, so

$$
P=\varepsilon_0(\varepsilon-1)E=\varepsilon_0(\varepsilon-1)\left[E_0-\frac{P}{\varepsilon_0(2\varepsilon'+1)}\right].
$$

Collecting the terms in $P$ on the left and dividing by $\varepsilon_0E_0$ gives

$$
x=\frac{\varepsilon-1}{1+(\varepsilon-1)/(2\varepsilon'+1)}
=\frac{(\varepsilon-1)(2\varepsilon'+1)}{2\varepsilon'+\varepsilon}.
$$

For tin-foil this becomes $x=\varepsilon-1$, and for vacuum

$$
x=\frac{3(\varepsilon-1)}{\varepsilon+2},\qquad
\frac1x=\frac13+\frac1{\varepsilon-1}.
$$

The second form shows where the difficulty comes from. The quantity $1/x$ measures the stiffness of the cell dipole. The surface contributes $1/3$, whatever the liquid, and the liquid contributes $1/(\varepsilon-1)$. At $\varepsilon=78$ these are $1/3$ and $1/77$, so the liquid supplies a fraction $3/(\varepsilon+2)=3/80$ of the total. The permittivity has to be read from this small remainder.

### The slope

Take the logarithm of the vacuum formula and differentiate:

$$
\frac{d\ln x}{d\varepsilon}=\frac1{\varepsilon-1}-\frac1{\varepsilon+2}
=\frac{3}{(\varepsilon-1)(\varepsilon+2)} .
$$

Since $d\ln\varepsilon=d\varepsilon/\varepsilon$, the amplification of a small relative error is

$$
A\equiv\frac{d\ln\varepsilon}{d\ln x}=\frac{(\varepsilon-1)(\varepsilon+2)}{3\varepsilon}.
$$

At $\varepsilon=78$,

$$
A=\frac{77\times80}{3\times78}=26.3 .
$$

To first order, a one percent error in the variance therefore becomes a 26 percent error in $\varepsilon$. Conversely, one percent in $\varepsilon$ requires the variance to about 0.038 percent.

For large $\varepsilon$, $A\approx\varepsilon/3$, so the relative error grows in proportion to the permittivity and the absolute error as its square. For a weakly polar liquid the problem disappears: $\varepsilon=2$ gives $A=2/3$. The amplification equals one at $\varepsilon=1+\sqrt3\approx2.7$, the positive root of $\varepsilon^2-2\varepsilon-2=0$.

### One percent is already a large error

The slope suggests a symmetric error bar, but the inversion is strongly curved. Multiplying $x=3(\varepsilon-1)/(\varepsilon+2)$ by $\varepsilon+2$ and collecting $\varepsilon$ gives

$$
\varepsilon=\frac{3+2x}{3-x},\qquad \varepsilon+2=\frac{9}{3-x}.
$$

Now replace $x$ by $x(1+\delta)$ and call the extracted value $\varepsilon_\delta$. Because $x/(3-x)=(\varepsilon-1)/3$,

$$
\varepsilon_\delta+2=\frac{9}{3-x-x\delta}=\frac{\varepsilon+2}{1-(\varepsilon-1)\delta/3}.
$$

Subtracting $\varepsilon+2$ and dividing by $\varepsilon$ yields the relative error without linearization:

$$
\frac{\varepsilon_\delta-\varepsilon}{\varepsilon}=\frac{A\delta}{1-(\varepsilon-1)\delta/3}.
$$

At $\varepsilon=78$ and $\delta=\pm0.01$, the second term in the denominator is $\pm0.257$. Hence

- a variance 1% too high gives $\varepsilon=105.6$, an error of $+35\%$;
- a variance 1% too low gives $\varepsilon=61.7$, an error of $-21\%$.

The figure of 26 percent is thus the local slope expressed per percent, and it lies between the two actual errors.

The denominator vanishes at $\delta=3/(\varepsilon-1)$, or 3.9% here. There $x=3$, the value for infinite permittivity. A larger overestimate gives a negative $\varepsilon$, which signals a failed extraction. For Gaussian errors in $x$, the chance of passing this point is about $5\times10^{-5}$ at a standard error of 1%, but about 10% at a standard error of 3%. Moreover, if the probability density of $x$ is non-zero at $x=3$, the mean of the extracted $\varepsilon$ does not exist, because the integral of $1/(3-x)$ diverges logarithmically on each side. An interval should therefore be formed for $x$ first and its ends converted to $\varepsilon$. If the upper end reaches $x=3$, the data set no upper limit on $\varepsilon$.

### Other surrounds

The same differentiation for general $\varepsilon'$ gives

$$
\frac{d\ln x}{d\varepsilon}=\frac1{\varepsilon-1}-\frac1{2\varepsilon'+\varepsilon}
=\frac{2\varepsilon'+1}{(\varepsilon-1)(2\varepsilon'+\varepsilon)},
$$

$$
A(\varepsilon')=\frac{(\varepsilon-1)(2\varepsilon'+\varepsilon)}{\varepsilon(2\varepsilon'+1)} .
$$

At $\varepsilon=78$, a surround held fixed at $\varepsilon'=78$ gives $A=1.47$, and tin-foil gives $A=(\varepsilon-1)/\varepsilon=0.987$. At equal relative error of the variance, vacuum is worse than tin-foil by the factor $(\varepsilon+2)/3=26.7$.

### What happens to the Kirkwood factor

The Kirkwood factor $g_K$ measures orientational correlations between molecular dipoles. It is defined here as $\langle M^2\rangle/(N\mu^2)$ for $N$ molecules of dipole $\mu$ in a matched surround, $\varepsilon'=\varepsilon$. With

$$
y=\frac{N\mu^2}{3\varepsilon_0VkT},
$$

the ratio $\langle M^2\rangle/(N\mu^2)$ equals $x/y$ for any surround. Setting $\varepsilon'=\varepsilon$ in the general formula for $x$ gives

$$
g_K=\frac{(\varepsilon-1)(2\varepsilon+1)}{3\varepsilon y}.
$$

The corresponding ratio in the vacuum cell is $G=3(\varepsilon-1)/[(\varepsilon+2)y]$. Therefore

$$
\frac{g_K}{G}=\frac{(\varepsilon+2)(2\varepsilon+1)}{9\varepsilon},
$$

which is 17.9 at $\varepsilon=78$. A small $G$ reflects the surface energy and does not mean that neighbouring molecules point in opposite directions.

Converting $G$ to $g_K$ requires $\varepsilon$, so the amplified error returns. At fixed $y$,

$$
\frac{d\ln g_K}{d\ln\varepsilon}=\frac{\varepsilon}{\varepsilon-1}+\frac{2\varepsilon}{2\varepsilon+1}-1=1.007,
$$

and $g_K$ inherits practically the whole relative error of $\varepsilon$.

### A cell of 512 molecules

Take 512 rigid molecules at 298.15 K and 0.997 g/cm³, with a model dipole of 2.35 D and $\varepsilon=78$. The molar mass of 18.015 g/mol fixes a cell edge of 2.49 nm, and these data give $y=18.73$.

Since $N\mu^2=512\times(2.35\ \mathrm D)^2\approx2828\ \mathrm D^2$, the unit of variance is $3\varepsilon_0VkT=N\mu^2/y\approx151\ \mathrm D^2$. Under vacuum conditions $x=3\times77/80=2.8875$, so the rms cell dipole is $\sqrt{2.8875\times151}\approx20.9$ D. Under tin-foil $x=77$, and it is about 108 D.

The ratio $\langle M^2\rangle/(N\mu^2)$ is $2.8875/18.73=0.154$ in vacuum and $77/18.73=4.11$ under tin-foil, while $g_K=2.76$. All three belong to the same liquid. Errors of $+1\%$ and $-1\%$ in the vacuum variance change the inferred $g_K$ to 3.74 and 2.18.

### The penalty at equal run length

The factor 26.7 compares the two boundaries at equal variance error. At equal run length the comparison is milder, because the vacuum cell dipole relaxes faster and supplies more independent samples.

Suppose that the liquid has a single Debye relaxation time $\tau$. With time dependence $e^{-i\omega t}$,

$$
\varepsilon(\omega)=1+\frac{\varepsilon-1}{1-i\omega\tau}.
$$

Insert this in the vacuum response and multiply numerator and denominator by $1-i\omega\tau$:

$$
\frac{3[\varepsilon(\omega)-1]}{\varepsilon(\omega)+2}
=\frac{3(\varepsilon-1)}{\varepsilon+2-3i\omega\tau}
=\frac{3(\varepsilon-1)}{\varepsilon+2}\,\frac1{1-i\omega\tau'},
\qquad \tau'=\frac{3\tau}{\varepsilon+2}.
$$

The surface field adds a restoring force and shortens the relaxation. For a rough Debye time of 8.3 ps, $\tau'=3\times8.3/80=0.311$ ps.

A Debye response implies an exponential correlation function, with time $\tau_M=\tau'$ in vacuum and $\tau_M=\tau$ under tin-foil. Treat each component of $\mathbf M$ as Gaussian with variance $\sigma^2$. The covariance of $M_z^2$ at two times separated by $t$ is then $2\sigma^4e^{-2|t|/\tau_M}$. For a run of length $T_{\rm run}\gg\tau_M$, the time average of $M_z^2$ has variance

$$
\frac1{T_{\rm run}}\int_{-\infty}^{\infty}2\sigma^4e^{-2|t|/\tau_M}dt=\frac{2\sigma^4\tau_M}{T_{\rm run}}.
$$

Three independent components give a total variance three times as large, around a mean of $3\sigma^2$. The relative standard error of $x$ is therefore

$$
s_x=\frac{\sqrt{6\sigma^4\tau_M/T_{\rm run}}}{3\sigma^2}=\sqrt{\frac{2\tau_M}{3T_{\rm run}}}.
$$

Setting $s_x=1\%$ in the vacuum cell requires 2.08 ns. In the same time the tin-foil cell reaches only $s_x=5.2\%$, yet its error in $\varepsilon$ is $0.987\times5.16\%=5.1\%$, against 26% for vacuum in the linear estimate. For a single Debye process, the ratio of the two errors in $\varepsilon$ is

$$
\frac{\varepsilon+2}{3}\sqrt{\frac{\tau'}{\tau}}=\sqrt{\frac{\varepsilon+2}{3}}=5.2 .
$$

Equal precision in $\varepsilon$ costs the square of this ratio, 26.7, in run length. A standard error of 1% in $\varepsilon$ takes about 54 ns with tin-foil and 1.4 µs with vacuum.

For real water the vacuum figures are only estimates. Molecules also librate, on times shorter than $\tau'$, and this fast motion carries a much larger share of the dipole variance in the vacuum cell than under tin-foil. If, for example, a damped libration near 600 cm⁻¹ supplies 1 of the 77 units of $\varepsilon-1$, the vacuum run shortens to about 1.1 µs and the ratio of run lengths falls to about 20. These figures hardly depend on the damping of the libration between 100 and 600 cm⁻¹, but they do depend on its strength: if it supplies 2, 3 or 4 units, the ratio falls to about 16, 14 or 12. Tin-foil keeps an advantage of about an order of magnitude in run length.

The asymmetry appears in random trajectories as well. I generated 600 Gaussian dipole trajectories with exponential correlation, each as long as the 2.08 ns run, and converted each variance to $\varepsilon$. The 16%, 50% and 84% quantiles were 61, 79 and 105. The median of 600 such runs has a sampling error of about one unit, so its distance from 78 is not significant.

Faster sampling does not reduce systematic errors. A fixed relative bias $\delta$ in the variance changes $\varepsilon$ by the finite-error formula above, however long the run.

### Water beyond the rigid model

The chosen density, permittivity and Debye time are rough values for water near room temperature; the dipole is typical of rigid models. Real molecules also have electronic polarizability, which the model omits. Let $\varepsilon_\infty\approx1.8$ be the rough electronic permittivity, and treat the electronic response as linear and independent of the molecular configuration. The response to $E_0$ then contains an instantaneous part that does not come from thermal fluctuations, so

$$
x=\frac{3(\varepsilon-1)}{\varepsilon+2}-\frac{3(\varepsilon_\infty-1)}{\varepsilon_\infty+2}=2.256,
$$

where $\mathbf M$ includes the induced dipoles. At fixed $\varepsilon_\infty$, $dx/d\varepsilon=9/(\varepsilon+2)^2$, and hence

$$
A=\frac{x}{\varepsilon}\frac{d\varepsilon}{dx}=\frac{x(\varepsilon+2)^2}{9\varepsilon}=20.6 .
$$

Polarizability lowers the amplification from 26 to about 21, but does not remove it. It also adds a second amplified input. At fixed variance $d\varepsilon/d\varepsilon_\infty=[(\varepsilon+2)/(\varepsilon_\infty+2)]^2\approx440$, so converting with $\varepsilon_\infty=1.79$ or $1.81$ instead of $1.80$ gives $\varepsilon=73.8$ or $82.7$. Under tin-foil the same error shifts $\varepsilon$ by only $0.01$. A vacuum extraction therefore needs the model's own $\varepsilon_\infty$ to several digits, and a rough value is not enough.

Temperature enters through $x\propto1/T$. If the rigid-model variance is converted with a temperature 1 K too low, $x$ rises by 0.34% and the extracted permittivity becomes 85.6 instead of 78, at fixed $\langle M^2\rangle$ and $V$.

Finally, the cell must be large enough to represent the bulk liquid. The fluctuation formula is a derivative at zero field, so no applied field saturates the liquid. A small cell can still change the liquid's own response. If it alters only the term $1/(\varepsilon-1)$ in $1/x$ and leaves the surface term as it is, the extracted $\varepsilon$ shifts by the same amount under vacuum as under tin-foil: the vacuum variance changes much less, and the inversion makes up the difference. That condition need not hold. The thermal fluctuations of a small cell themselves probe the nonlinear response, and they are much larger under tin-foil. In a toy model of 512 rotors with $y=18.73$ and a mean-field coupling proportional to $M^2$, tuned to a bulk $\varepsilon$ of 78, the extracted value is 76.2 under tin-foil and 78.5 under vacuum; both approach 78 as the cell grows.
